# Shared and independent lifetime scatter in weakest-link interconnect failure

A chip whose interconnect fails at its first broken link has a shorter life the more links it contains, but only the scatter between links of the same chip causes this. Write the lifetime $t_i$ of link $i$ as

$$
\ln\frac{t_i}{t_0}=S+E_i ,\qquad i=1,\dots,N, \tag{1}
$$

where $S$ is common to all links of a chip and $E_i$ belongs to one link. The chip lifetime $T_N=\min_i t_i$ then obeys

$$
\ln\frac{T_N}{t_0}=S+M_N,\qquad M_N=\min_i E_i , \tag{2}
$$

and its mean logarithm changes with $N$ by an amount in which $S$ does not appear. If the link terms have no scatter, $T_N$ does not depend on $N$ at all. The statement needs one restriction: the shift of a fixed percentile, such as the time by which 0.1% of chips have failed, can depend on the width of the chip term, and for lognormal links it does. Without link scatter no percentile shifts, but where the links do scatter, the chip term can alter the size of the shift.

The assumptions are these. The $E_i$ are independent of each other and of $S$, and all have the same distribution. Both terms have zero mean and finite variances, $\sigma_c^2$ for $S$ and $\sigma_l^2$ for $E_i$. Logarithms are natural, and $t_0$ is the geometric-mean lifetime of a single link. Because the terms add in the logarithm, the shared term multiplies every lifetime on the chip by the same factor $e^S$. A chip-wide change of temperature acts in this way if all links have the same activation energy.

The two variances can be separated by measurement. Independence removes the cross term from the variance of one link, so

$$
\operatorname{Var}(\ln t_i)=\sigma_c^2+\sigma_l^2 . \tag{3}
$$

For two different links of the same chip,

$$
\operatorname{Cov}(\ln t_i,\ln t_j)
=\langle (S+E_i)(S+E_j)\rangle
=\langle S^2\rangle+\langle SE_j\rangle+\langle E_iS\rangle+\langle E_iE_j\rangle
=\sigma_c^2 , \tag{4}
$$

since each of the last three averages is a product of zero means. Tests of one link per chip give only the sum (3). At least two links per chip are needed to find the parts.

Equation (2) follows because the logarithm is an increasing function: the link with the smallest $t_i$ also has the smallest $S+E_i$. Adding the same number $S$ to every member of a set does not change which member is smallest, so $\min_i(S+E_i)=S+\min_iE_i$.

Let $G(x)=P(E_i>x)$ be the survival function of a link term. The minimum exceeds $x$ when every link term does, and independence turns this into a product:

$$
P(M_N>x)=G(x)^N . \tag{5}
$$

The mean of any variable $X$ with a finite mean can be written as

$$
\langle X\rangle=\int_0^\infty P(X>x)\,dx-\int_{-\infty}^0\left[1-P(X>x)\right]dx .
$$

The mean of $M_N$ is finite because $|M_N|\le\sum_i|E_i|$. Apply the formula to $M_N$ and to $M_1$, and subtract. The positive half-axis contributes $\int_0^\infty(G^N-G)\,dx$. The negative half-axis contributes $-\int_{-\infty}^0[(1-G^N)-(1-G)]\,dx=\int_{-\infty}^0(G^N-G)\,dx$. Since $\langle S\rangle$ cancels in the difference,

$$
\langle\ln T_N\rangle-\langle\ln T_1\rangle
=-\int_{-\infty}^{\infty}\left[G(x)-G(x)^N\right]dx . \tag{6}
$$

Nothing on the right refers to the chip term, neither its variance nor its shape. Adding one more link gives

$$
\langle\ln T_N\rangle-\langle\ln T_{N+1}\rangle
=\int_{-\infty}^{\infty}G(x)^N\left[1-G(x)\right]dx\ \ge 0 . \tag{7}
$$

If $E_i$ is not constant, there are two values $a<b$ such that $E_i$ has a nonzero probability of lying at or below $a$ and a nonzero probability of lying above $b$. Between them $0<G<1$, so the integral is positive and every added link lowers the mean log-lifetime. If $E_i$ is constant, its zero mean makes it zero, and $T_N=t_0e^S$ for every $N$. This establishes both directions of the claim.

The same separation holds for lifetime moments. As $M_N$ is built from the link terms alone, it is independent of $S$, and $\langle T_N^k\rangle=t_0^k\langle e^{kS}\rangle\langle e^{kM_N}\rangle$. Provided these averages exist,

$$
\frac{\langle T_N^k\rangle}{\langle T_1^k\rangle}
=\frac{\langle e^{kM_N}\rangle}{\langle e^{kE_1}\rangle} . \tag{8}
$$

The shared factor changes the mean lifetime itself but not its ratio between two link numbers.

For numbers, take normally distributed terms, so that lifetimes are lognormal and $t_0$ is also the single-link median. Put $E_i=\sigma_lZ_i$ with standard normal $Z_i$, and let $m_N$ and $v_N$ be the mean and variance of the smallest of $N$ such $Z_i$. Scaling by $\sigma_l$, and adding the variances of the independent terms $S$ and $M_N$, gives

$$
\left\langle\ln\frac{T_N}{t_0}\right\rangle=\sigma_l m_N,\qquad
\operatorname{Var}(\ln T_N)=\sigma_c^2+\sigma_l^2v_N . \tag{9}
$$

The chip variance is therefore a floor: no number of links brings the variance of $\ln T_N$ below it.

The growth with $N$ is slow. Let $\Phi$ be the standard normal distribution function and define $a$ by $N\Phi(-a)=1$. For large $u$, $\Phi(-u)\approx e^{-u^2/2}/(u\sqrt{2\pi})$. With $u=a-y/a$ the exponent is $-u^2/2=-a^2/2+y-y^2/(2a^2)$, so at fixed $y$ and large $a$ we have $\Phi(-a+y/a)\approx e^y/N$. Then

$$
P\left(\min_i Z_i>-a+\frac{y}{a}\right)\approx\left(1-\frac{e^y}{N}\right)^N\to\exp(-e^y). \tag{10}
$$

The smallest value lies near $-a$ with a width of order $1/a$. Taking the logarithm of $N\Phi(-a)=1$ gives $\ln N\approx a^2/2+\ln(a\sqrt{2\pi})$, hence $a\approx\sqrt{2\ln N}$ to leading order. For $N=10^4$ this is 4.29, whereas the computed $m_N$ is $-3.85$. The leading term gives the trend but is 11% too large in magnitude.

Consider electromigration in the power grid of a logic chip with $N=10^4$ critical links. The single-link median is $t_0=100$ years at 105 °C, with $\sigma_c=0.30$ and $\sigma_l=0.40$. The total single-link spread is $\sqrt{0.09+0.16}=0.50$. Equation (9) gives the following values.

| $N$ | $m_N$ | $\sqrt{v_N}$ | geometric-mean life (years) | s.d. of $\ln T_N$ |
|---:|---:|---:|---:|---:|
| 1 | 0 | 1 | 100 | 0.500 |
| 100 | −2.508 | 0.429 | 36.7 | 0.346 |
| 10000 | −3.852 | 0.304 | 21.4 | 0.324 |

In the last row the mean shift is $0.40\times(-3.852)=-1.541$, and $100\,e^{-1.541}=21.4$ years. The link part of the spread has fallen to $0.40\times0.304=0.122$, and $\sqrt{0.30^2+0.122^2}=0.324$. The roles have separated: link scatter sets how far the typical life falls, while chip scatter supplies most of the remaining variation between chips.

The mean shift was also computed from the full distribution of chip lifetimes, with $\sigma_l$ held at 0.40 and $\sigma_c$ set to 0, 0.3 and 0.6. It was $-1.54065$ each time, and the ratio of mean lifetimes was 0.19919 each time. A simulation of 40,000 chips with 50 links each checks the independence from the shape of $S$. The log shift was $-0.898$ for a normal chip term and $-0.902$ for a skewed, exponential one of the same variance, against $-0.900$ from (9), with a sampling error of about 0.003. The covariance of two links on a chip came out as 0.0917, against $\sigma_c^2=0.0900$ and a sampling error of 0.0013.

Percentiles require the whole distribution. At a fixed chip term $S$, the chip survives beyond $\ln(t/t_0)=x$ if every $E_i$ exceeds $x-S$. Averaging over chips gives the failed fraction

$$
F_N(x)=\left\langle1-G(x-S)^N\right\rangle_S . \tag{11}
$$

A percentile of the sum $S+M_N$ is not in general the sum of the percentiles of its parts, so $S$ need not cancel when two link numbers are compared. For the time at which 0.1% of chips have failed, the log shift from $N=1$ to $N=10^4$ is $-0.844$, $-1.025$, $-1.211$ and $-1.361$ for $\sigma_c=0$, 0.3, 0.6 and 1.2, with $\sigma_l$ fixed.

The last of these values can be understood from the limit of a wide normal chip term. Let $z_p$ be the standard normal percentile, $\Phi(z_p)=p$, and write the percentile of $S+M_N$ as $\sigma_cz_p+d_N$. Averaging over $M_N$ this time, the condition that a fraction $p$ has failed is

$$
\left\langle\Phi\left(z_p+\varepsilon\right)\right\rangle=p,
\qquad \varepsilon=\frac{d_N-M_N}{\sigma_c}. \tag{12}
$$

The normal density $\varphi$ has the derivative $-z\varphi(z)$, so $\Phi(z_p+\varepsilon)\approx p+\varphi(z_p)(\varepsilon-z_p\varepsilon^2/2)$. The average of the bracket must vanish. With $\langle M_N\rangle=\sigma_lm_N$ and $\operatorname{Var}M_N=\sigma_l^2v_N$ this reads

$$
\frac{d_N-\sigma_lm_N}{\sigma_c}
-\frac{z_p}{2\sigma_c^2}\left[(d_N-\sigma_lm_N)^2+\sigma_l^2v_N\right]\approx0 .
$$

The difference $d_N-\sigma_lm_N$ is itself of order $1/\sigma_c$, so its square may be dropped at this order. Subtracting the result for one link, where $m_1=0$ and $v_1=1$, gives

$$
d_N-d_1\approx\sigma_lm_N+\frac{z_p\sigma_l^2(v_N-1)}{2\sigma_c} . \tag{13}
$$

For a very wide chip term the percentile shift thus approaches the mean shift. At finite width, the correction is positive for low percentiles, because both $z_p$ and $v_N-1$ are negative: the minimum scatters less than a single link, which offsets part of the fall in its mean. With $z_p=-3.09$ and $\sigma_c=1.2$ the correction is $3.09\times0.16\times0.907/2.4=0.187$. The estimate is then $-1.354$, close to the computed $-1.361$. At $\sigma_c=0.3$ the same formula gives $-0.793$ instead of $-1.025$, so it should not be used for a chip term that narrow.

Suppose now that the split is ignored and the whole spread of 0.50 is assigned to independent links. The mean log shift becomes $0.50\times(-3.852)=-1.926$, and the geometric-mean life 14.6 years, 32% below the 21.4 years of the split model. Assigning the whole spread to the chip term would leave it at 100 years. All three descriptions agree with the same single-link distribution, so that distribution alone cannot predict the life of the chip.

The independent treatment errs in a known direction. For $0\le g\le1$ the function $g^N$ is convex, and Jensen's inequality gives

$$
\left\langle G(x-S)^N\right\rangle_S\ \ge\ \left\langle G(x-S)\right\rangle_S^N . \tag{14}
$$

The left side is the surviving fraction in the split model. The right side is that of independent links with the same single-link distribution. At given single-link statistics, the independent treatment therefore never understates the failed fraction. In the example, a single link fails within 10 years with probability $2.06\times10^{-6}$. Independent links give $1-(1-2.06\times10^{-6})^{10000}=2.04\%$ failed chips, and the split model gives 1.03%. At the 0.1% level the two nearly agree, at 7.4 and 7.7 years. The failed fraction of a chip cannot exceed $N$ times that of a single link, which is the same in both models. For these lognormal links both models approach this bound at early times, when a failed chip seldom has a second broken link. The failed fraction also rises steeply with time, so the difference that remains at 0.1% changes the time only a little. Agreement at one low percentile is thus no evidence that the scatter has been assigned correctly.

Temperature shows the difference between a shared and a local change. At fixed current density, take lifetimes proportional to $\exp(E_a/k_BT)$ with $E_a=0.9$ eV. Warming the whole chip by 10 K from 105 °C shifts every log-lifetime by

$$
\frac{E_a}{k_B}\left(\frac1{388.15\ \mathrm K}-\frac1{378.15\ \mathrm K}\right)=-0.712 ,
$$

which multiplies the chip life by 0.49 at every $N$. If only 5% of the links are 10 K warmer, the links no longer share one distribution, and $G^N$ must be replaced by the product of the cool and warm survival functions. The mean log shift relative to one cool link then moves from $-1.541$ to $-1.928$, and the geometric-mean life falls from 21.4 to 14.5 years. These few links cause more than half of the log-life loss that warming the whole chip would cause.

Two other departures concern correlation. If the link variance is kept at $0.16$ but a part $0.15^2$ of it is shared within each of 100 equal blocks, the mean shift is $-1.538$, practically unchanged. If instead the link spread itself is 10% larger on half of the chips and 10% smaller on the other half, the link terms of one chip are no longer independent of chip conditions. The mean shift stays at $-1.541$, because it is linear in the link spread. The location of the minimum now lies $0.1\times1.541=0.154$ below its mean on one half of the chips and as far above it on the other, however, and the spread of $\ln T_N$ rises from 0.324 to 0.359. A chip property that changes the width of the link distribution, and not just its position, therefore makes a contribution to the spread that depends on $N$.

Of the departures computed here, a change in the assumed shape of the link distribution has the largest effect on the mean shift. For a Weibull law, $G(x)=\exp(-e^{\beta(x-x_0)})$ with a constant $x_0$. Raising it to the power $N$ multiplies the inner exponential by $N=e^{\ln N}$, which moves the whole distribution by

$$
-\frac{\ln N}{\beta} \tag{15}
$$

without changing its width or shape. Every percentile of $\ln T_N$ then shifts by this same amount, whatever the chip term, unlike in the lognormal case. The standard deviation of the link logarithm is $\pi/(\sqrt6\,\beta)$, so a spread of 0.40 requires $\beta=3.21$. With $x_0$ chosen to give zero mean, the shift is $-9.21/3.21=-2.87$ and the geometric-mean life 5.7 years, nearly four times shorter than in the lognormal case. Both laws have the same log-mean and log-variance. Their early tails, where the first of $10^4$ failures occurs, differ strongly.

Set beside real interconnects, a log-spread of a few tenths and an activation energy near 0.9 eV are rough typical values for electromigration. The 100-year median stands for an extrapolation from accelerated tests. A failed fraction of 1% in 10 years would be too high for most products, so the example describes a weak design. Real grids violate the assumption of equal links through hot regions and unequal currents; the 10 K hot region alone lowers the geometric-mean life by about a third. They also contain redundant paths, so a chip may outlive its first broken link, and $T_N$ is then a lower bound on the life set by electromigration; that gain is not estimated here. Given the Weibull result, 21 years is a consequence of the lognormal assumption and not a forecast. The separation in (2) and (6) does not rest on that assumption: it holds for any link distribution that meets the stated conditions. The full set of computed values is in the numerical output below.

## Computed values

```
single-link median life: 100 years at 105 C
chip sd 0.30, link sd 0.40, total sd 0.50 (ln units)
critical links: 10000; activation energy 0.90 eV
simulation: 40000 chips, 50 links each
  pair covariance 0.0917, chip variance 0.0900
  log shift, normal chip term -0.8981
  log shift, skewed chip term -0.9019
  log shift, link formula     -0.8996
  failed by 35 years: simulated 0.3261, formula 0.3303
N, m_N, sqrt(v_N), log shift, geometric-mean life (years), sd ln T_N
      1   0.0000  1.0000   0.0000  100.00  0.5000
    100  -2.5076  0.4294  -1.0030   36.68  0.3457
  10000  -3.8516  0.3042  -1.5406   21.42  0.3237
mean log drop from link 100 to 101: 0.001422
N = 1 to 10000: chip sd, mean log shift, mean-life ratio
  0.0  -1.54065   0.19919
  0.3  -1.54065   0.19919
  0.6  -1.54065   0.19919
N = 1 to 10000: chip sd, log shift of 0.1% life
  0.0   -0.8436
  0.3   -1.0246
  0.6   -1.2112
  1.2   -1.3607
example chip: split model | all scatter independent
  log shift of mean: -1.5406 | -1.9258
  geometric-mean life (years): 21.42 | 14.58
  sd of ln T_N: 0.3237 | 0.1521
  50.0% failed at (years): 21.47 | 14.88
  0.1% failed at (years): 7.66 | 7.43
  failed by 10 years (%): 1.029 | 2.040
single link failed by 10 years: 2.061e-06
whole chip 10 K warmer: log shift -0.7116, life factor 0.4909 at every N
neglected effects: log shift of mean, geometric-mean life (years)
  5% of links 10 K warmer: -1.9280, 14.54
  100 blocks, block sd 0.15: -1.5380, 21.48
  Weibull links, same ln mean, sd: -2.8725, 5.66
  Weibull shape parameter: 3.2064
link sd varying +-10% by chip: log shift -1.5406, sd ln T_N 0.3587
```
